# Power-law prefactors of Wannier functions and band Fourier coefficients in one dimension

## Definitions and conventions

Rydberg atomic units are used: lengths in bohr, energies in Ry, and

$$H=-\frac{d^2}{dx^2}+V(x),\qquad V(x+a)=V(x),\quad V(-x)=V(x),$$

with $V$ real and bounded, apart from possible delta functions at $x=(m+\tfrac12)a$, $m$ an integer. Throughout, $R=na$ with $n$ a positive integer.

For each complex energy $E$ let $c(x,E)$ and $s(x,E)$ solve $-f''+Vf=Ef$ with $c(0)=1,\ c'(0)=0$ and $s(0)=0,\ s'(0)=1$. They are even and odd in $x$. Write $D(E)=c(a,E)$ and $s_a(E)=s(a,E)$. Primes on $D$ and $s_a$ denote energy derivatives.

**Assumptions.** The band is the lowest one, with an open gap above it. The origin is the inversion centre about which the band-top state is even. Such a centre exists: the top state $f$ is antiperiodic, and if it is odd about $0$, then $f(\frac a2+y)=-f(-\frac a2-y)=f(\frac a2-y)$, so it is even about $a/2$. For bounded $V$ the origin can therefore always be so chosen. When delta functions are present, the assumption is that this centre is the one midway between them; the case in which it falls on a delta function (as it does for a bare attractive comb) is not treated here.

The Fourier coefficients and the Wannier function are

$$E_R=\frac{a}{2\pi}\int_0^{2\pi/a}E(k)e^{ikR}dk,\qquad w(x)=\frac{a}{2\pi}\int_0^{2\pi/a}\psi_k(x)\,dk,$$

where $\psi_k(x+a)=e^{ika}\psi_k(x)$, $\int_0^a|\psi_k|^2dx=1$ and $\psi_k(0)>0$. For fixed $x$, the numbers $w(x+ma)$ are Fourier coefficients of $\psi_k(x)$. Parseval's identity, integrated over a cell, therefore makes the lattice translates of $w$ orthonormal.

## Theorem

In the gap $D$ has one minimum, at $E_b$. Define $h>0$ by $D(E_b)=-\cosh ha$. Then $E(k)$ is analytic for $|\mathrm{Im}\,k|<h$ and has square-root branch points at $\pi/a\pm ih$. With

$$\gamma=\sqrt{\frac{2a\sinh ha}{D''(E_b)}},\qquad C=\frac{a}{\Gamma(1/4)}\sqrt{\frac{s_a(E_b)}{2D''(E_b)\gamma}},$$

$$\phi_b(x)=c(x,E_b)+\frac{\sinh ha}{s_a(E_b)}s(x,E_b),$$

one has, as $R\to\infty$ at fixed $x$,

$$E_R=(-1)^n\frac{a\gamma}{2\sqrt\pi}R^{-3/2}e^{-hR}\,[1+O(R^{-1})],$$

$$w(x+R)=(-1)^nC\,e^{-hR}\left[\phi_b(x)R^{-3/4}+O(R^{-5/4})\right].$$

Since $\phi_b(x+R)=(-1)^ne^{-hR}\phi_b(x)$, the second law says that $w(x)\simeq C\phi_b(x)x^{-3/4}$ far to the right, away from nodes of $\phi_b$. The Wannier tail is an evanescent wave times a power.

## Lemma 1: Bloch solutions and their norm

*The Bloch condition is $\cos ka=D(E)$. The Bloch solution with $\phi_k(0)=1$ is*

$$\phi_k(x)=c(x)+i\frac{\sin ka}{s_a}s(x),\qquad N\equiv\int_0^a\phi_k\phi_{-k}\,dx=-\frac{2D'(E)}{s_a(E)}.$$

**Proof.** The matrix carrying $(f,f')$ from $0$ to $a$ is

$$M=\begin{pmatrix}c(a)&s(a)\\c'(a)&s'(a)\end{pmatrix},\qquad\det M=1,$$

because the Wronskian is constant (here primes are $x$ derivatives). By periodicity $M^{-1}$ carries data from $0$ to $-a$. By reflection this matrix is also $\sigma M\sigma$, with $\sigma=\mathrm{diag}(1,-1)$. Comparing diagonal elements gives $s'(a)=c(a)=D$. The eigenvalues $e^{\pm ika}$ then sum to $2D$, so $\cos ka=D$, and $\det M=1$ gives

$$c'(a)\,s_a=D^2-1=-\sin^2ka. \tag{1}$$

Now $\phi_k(a)=D+i\sin ka=e^{ika}$. Also, by (1),

$$\phi_k'(a)=-\frac{\sin^2ka}{s_a}+\frac{i\sin ka\cos ka}{s_a}=e^{ika}\phi_k'(0),$$

so $\phi_k$ is the Bloch solution.

For the norm, take $f=\phi_{-k}$ at $E$ and $g=\phi_{k'}$ at $E'$. Then $(fg'-f'g)'=(E-E')fg$. Integrating over the cell,

$$(E-E')\int_0^afg\,dx=\left(e^{i(k'-k)a}-1\right)\left[\phi'_{k'}(0)-\phi'_{-k}(0)\right].$$

Divide by $k'-k$ and let $k'\to k$:

$$-\frac{dE}{dk}N=ia\,\frac{2i\sin ka}{s_a}=-\frac{2a\sin ka}{s_a}.$$

Differentiating $D(E)=\cos ka$ gives $dE/dk=-a\sin ka/D'$, and inserting it gives the stated $N$. Points with $\sin ka=0$ follow by continuity. ∎

For real $k$, $\phi_{-k}=\phi_k^*$, so $N>0$ and $\psi_k=\phi_k/\sqrt N$.

## Lemma 2: the stationary points of $D$

*All zeros of $D'$ are real. None lies below the top of the lowest band or at that top. The first is $E_b$, inside the gap, with $D''(E_b)>0$.*

**Proof.** If $-1<D(E)<1$, then $k$ is real and $E$ is an eigenvalue of a self-adjoint problem, hence real. At such a point $D'\ne0$; otherwise nearby nonreal energies would also give values in $(-1,1)$. So the zeros $E_j$ of $D$ are real and simple.

Iterating the integral equation for $c$ gives, with $q=\sqrt E$ and $\mathrm{Im}\,q\ge0$,

$$D=\cos qa+O\!\left(e^{a\,\mathrm{Im}\,q}/|q|\right). \tag{2}$$

Thus $D$ is entire of order $1/2$. Hadamard's theorem gives $D\propto\prod_j(1-E/E_j)$, with the energy zero shifted if necessary so that no $E_j$ vanishes. Hence

$$\frac{D'}{D}=\sum_j\frac1{E-E_j},\qquad \mathrm{Im}\frac{D'}{D}=-\mathrm{Im}E\sum_j\frac1{|E-E_j|^2}.$$

The imaginary part vanishes only for real $E$. Below the first zero every term of the sum is negative, so $D'/D<0$. Between adjacent zeros $D'/D$ falls monotonically from $+\infty$ to $-\infty$ and vanishes once.

As $E$ rises, $D$ falls through $1$ (band bottom) to $-1$ (band top). The gap is open, so $D<-1$ inside it and the stationary point lies there, not at its edges. At $E_b$ the derivative of $D'/D$ is $D''/D<0$. Since $D<0$, $D''>0$. ∎

In the gap, solutions decay as $e^{-\kappa x}$ with $\cosh\kappa a=-D(E)$. So $E_b$ is the gap energy at which evanescent waves decay fastest, and $h$ is that largest $\kappa$.

## Lemma 3: analytic continuation

*$E(k)$ continues analytically to $\mathrm{Im}\,k\ge0$, except for cuts running upward from $\pi/a+ih$ and its translates by $2\pi/a$. Off the cuts $N$ is analytic and nonzero.*

**Proof.** Start from a real $k_1$ with $0<k_1<\pi/a$ and follow $k=k_1+i\kappa$ upward. Here

$$\mathrm{Im}\,D=\mathrm{Im}\cos ka=-\sin k_1a\,\sinh\kappa a<0,$$

so $E$ is nonreal for $\kappa>0$. Since $dE/dk>0$ in the band, $\mathrm{Im}E>0$. By Lemma 2, $D'\neq0$, and the local inverse of $D$ continues $E(k)$ unless $E$ runs to infinity at finite $\kappa$.

It does not. Write $q=X+iY$ with $X,Y>0$. Since $|D|$ is bounded on the path and $|\cos qa|\ge\sinh aY$, (2) bounds $Y$. On the lines $Xa=\frac{3\pi}2+2\pi m$ with large integer $m$, the differentiated form of (2), justified by Cauchy's formula, gives

$$\mathrm{Re}\,\frac{\partial D}{\partial q}=a\cosh aY+O(e^{aY}/|q|)>0.$$

This is $\partial\,\mathrm{Im}D/\partial Y$, and $\mathrm{Im}D=0$ at $Y=0$. So $\mathrm{Im}D>0$ on these lines, and the path, having $\mathrm{Im}D<0$, cannot cross them. Hence $E$ stays bounded.

On $\mathrm{Re}\,k=0$, the equation $D(E)=\cosh\kappa a$ has a real solution moving down from the band bottom, where $D'<0$. On $\mathrm{Re}\,k=\pi/a$, $D(E)=-\cosh\kappa a$ is solved by $E$ rising from the band top to $E_b$, with $D'<0$ until $\kappa=h$. The continuation is thus analytic across these lines, except on the cut. Reflection, $E(2\pi/a-k^*)=E(k)^*$, covers the rest of the period.

For $N=-2D'/s_a$ it remains to show $s_a\ne0$. Zeros of $s_a$ are eigenvalues with $f(0)=f(a)=0$, hence real, and by (1) they have $D=\pm1$. The real energies reached are those up to $E_b$, so just two candidates remain. At the band bottom the periodic ground state is nondegenerate and nodeless, so $s$ is not that state. At the top the even state $c$ is antiperiodic, so $c'(a)=0$. If also $s_a=0$, then (1) would give $D^2-1$ a double zero, contradicting $D'\ne0$. ∎

Since $s_a>0$ for $E\to-\infty$, it stays positive up to $E_b$. The root $\sqrt N$, positive on the real axis, continues as a periodic analytic function off the cuts. The same holds in the lower half-plane by $E(k^*)=E(k)^*$.

## Lemma 4: from a branch point to a power law

*Let $F(k)$ have period $2\pi/a$ and the analyticity of Lemma 3. Put $k_b=\pi/a+ih$ and $u=i(k-k_b)$. A term $u^\beta$ in $F$ near $k_b$, with $\beta>-1$, contributes to $\frac a{2\pi}\int_0^{2\pi/a}Fe^{ikR}dk$ the leading amount*

$$(-1)^n\frac{a}{\Gamma(-\beta)}R^{-1-\beta}e^{-hR}.$$

**Proof.** Raise the contour to $\mathrm{Im}\,k=h+\delta$, with small $\delta>0$. The vertical ends cancel by periodicity, and the raised part is $O(e^{-(h+\delta)R})$. What remains runs down the left side of the cut and up the right side.

With $k=k_b+it$, $u=-t\mp i0$ on the left and right respectively, so $u^\beta=t^\beta e^{\mp i\pi\beta}$. The circle around the tip vanishes because $\beta>-1$. The sides give

$$\frac a{2\pi}e^{ik_bR}\,i\,(e^{i\pi\beta}-e^{-i\pi\beta})\int_0^\delta t^\beta e^{-tR}dt.$$

Extending the integral to infinity costs an exponentially smaller amount and gives $\Gamma(1+\beta)R^{-1-\beta}$. The prefactor is $-\frac a\pi\sin(\pi\beta)\,e^{ik_bR}$. Use $\Gamma(-\beta)\Gamma(1+\beta)=-\pi/\sin\pi\beta$ and $e^{ik_bR}=(-1)^ne^{-hR}$. ∎

For integer $\beta\ge0$ the contribution is zero, as it must be for an analytic term. A remainder $O(u^{\beta'})$ contributes $O(R^{-1-\beta'}e^{-hR})$ by the same integral.

## Proof of the theorem

Since $\sin k_ba=-i\sinh ha$,

$$\cos ka-\cos k_ba=i a\sinh(ha)(k-k_b)+\dots=a\sinh(ha)\,u+O(u^2).$$

The left side is also $D(E)-D(E_b)=\frac12D''(E-E_b)^2+\dots$. On $\mathrm{Re}\,k=\pi/a$ below the branch point, $u=h-\kappa>0$ and $E<E_b$, which selects

$$E=E_b-\gamma u^{1/2}+O(u), \tag{3}$$

a power series in $u^{1/2}$. Lemma 4 with $\beta=\frac12$ and $\Gamma(-\frac12)=-2\sqrt\pi$ gives $-\gamma a/(-2\sqrt\pi)=a\gamma/(2\sqrt\pi)$. The term in $u$ is silent and the next, $u^{3/2}$, is smaller by $1/R$.

For the Wannier function, $w(x+R)=\frac a{2\pi}\int\psi_k(x)e^{ikR}dk$. At $k_b$, $i\sin k_ba=\sinh ha$, so $\phi_k(x)\to\phi_b(x)$. By Lemma 1 and (3),

$$N=-\frac{2D''(E-E_b)}{s_a}+\dots=\frac{2D''\gamma}{s_a}u^{1/2}+O(u),$$

$$\psi_k(x)=\phi_b(x)\sqrt{\frac{s_a}{2D''\gamma}}\;u^{-1/4}+O(u^{1/4}).$$

Lemma 4 with $\beta=-\frac14$ gives the stated law. ∎

The different powers have one source: the energy has a square root, while the norm vanishes as a square root and enters $\psi_k$ to the power $-\frac12$.

## Remarks

**Slow approach.** Solving to the next order, $E-E_b=-\gamma u^{1/2}[1+\gamma u^{1/2}D'''/(6D'')]$. In $N$, the expansion of $D'$ adds the relative term $-\gamma u^{1/2}D'''/(2D'')$, and that of $1/s_a$ adds $\gamma u^{1/2}s_a'/s_a$. Together

$$N=\frac{2D''\gamma}{s_a}u^{1/2}\,[1+\gamma\nu u^{1/2}+O(u)],\qquad \nu=\frac{s_a'}{s_a}-\frac{D'''}{3D''},$$

all at $E_b$. At $x=0$, where $\phi_k=1$, $\psi_k$ acquires the factor $1-\frac12\gamma\nu u^{1/2}$. With $\Gamma(-\frac14)=-4\Gamma(\frac34)$, Lemma 4 multiplies the leading law for $w(R)$ by

$$1+\frac{b}{\sqrt R}+O(R^{-1}),\qquad b=\gamma\nu\frac{\Gamma(1/4)}{8\,\Gamma(3/4)}.$$

**Nodes.** Because $\phi_b(a)=-e^{-ha}\phi_b(0)$, $\phi_b$ has a node in each cell. There the $u^{-1/4}$ term is absent and, unless the next coefficient also vanishes, the decay is $R^{-5/4}e^{-hR}$.

**Conditions.** The laws need $hR\gg1$: the integral in Lemma 4 samples $t\lesssim1/R$, and the series in $u^{1/2}$ cannot converge beyond $|u|=2h$, where the mirror branch point $\pi/a-ih$ lies. Nor can it converge beyond $|u|=2\pi/a$, where the translates of $k_b$ lie (the branch points joining the second and third bands can stop it sooner, near $|u|=\pi/a$ for strong delta barriers), so $R\gg a$ is needed as well; when $ha$ is large this is the condition that matters. These conditions are necessary, not sufficient; the relative error of the Wannier law at $x=0$ falls, unless $b$ vanishes, only as $b/\sqrt R$. If the gap closes, $D(E_b)\to-1$ and $h\to0$, so this regime recedes to infinity. The Wannier law refers to orthonormal functions with the stated phase; no claim is made for other choices.

## Worked example

Take wells separated by thin barriers, $V=g\sum_m\delta(x-(m+\frac12)a)$, with $a=6$ bohr and $g=1$ Ry bohr. Let $E=q^2$ and $\theta=qa/2$. Up to the barrier $c=\cos qx$ and $s=\sin qx/q$; there the slope jumps by $g$ times the value. Propagating over the second half cell,

$$D=\cos^2\theta-\sin^2\theta+\frac gq\sin\theta\cos\theta=\cos qa+\frac g{2q}\sin qa,$$

$$s_a=\frac{\sin qa}q+\frac g{q^2}\sin^2\frac{qa}2.$$

The band runs from 0.1085 to 0.2742 Ry. Its top state, $\cos(\pi x/a)$ within the central cell, is even about the well centre, as assumed. The gap is 0.2513 Ry (3.42 eV).

The minimum of $D$ lies at $E_b=0.3857$ Ry, with $D=-1.27825$, $D''=36.738$ Ry$^{-2}$ and $s_a=1.4883$ bohr. Hence $ha=\operatorname{arcosh}1.27825=0.7297$ and $h=0.1216$ bohr$^{-1}$ (0.2298 Å$^{-1}$). With $\sinh ha=0.7962$,

$$\gamma=\sqrt{\frac{12\times0.7962}{36.738}}=0.5100\ \text{Ry bohr}^{1/2},$$

$$\frac{a\gamma}{2\sqrt\pi}=0.863\ \text{Ry bohr}^{3/2},\qquad C=\frac6{3.6256}\sqrt{\frac{1.4883}{2\times36.738\times0.5100}}=0.330\ \text{bohr}^{1/4}.$$

Also $\nu=-10.047+1.784=-8.263$ Ry$^{-1}$, so $b=-1.558$ bohr$^{1/2}$. Zone sums made directly from the definitions, divided by the leading laws, give:

| $n$ | $E_R$/law | $w(R)$/law | $1+b/\sqrt R$ |
|---|---|---|---|
| 1 | 1.405 | 0.520 | 0.364 |
| 5 | 1.096 | 0.745 | 0.715 |
| 20 | 1.025 | 0.865 | 0.858 |
| 100 | 1.005 | 0.938 | 0.936 |

The energy law is accurate to 10% at five cells, whereas the Wannier law is still 6% off at one hundred. With $e^{-hR}$ divided out, the local power of $w$ read from cells 100 and 200 is 0.723; extrapolated to infinite distance it is 0.750. At the node $x=-1.384$ bohr the extrapolated power is 1.25.

Reading $w$ between cells 5 and 6 as a pure exponential gives 0.140 bohr$^{-1}$, 15% above $h$. The power and its first correction account for most of the excess:

$$h+\frac{\frac34\ln\frac65}{6}-\frac{1}{6}\ln\frac{1+b/\sqrt{36}}{1+b/\sqrt{30}}=0.1216+0.0228-0.0057=0.1387\ \text{bohr}^{-1}.$$

For the smooth potential $V=-2v\cos(2\pi x/a)$ with $v=0.1$ Ry and the same $a$, for which $h=0.0949$ bohr$^{-1}$, both ratios extrapolate to 1 within 0.002.

## Computed results

```
BARRIER MODEL
period a = 6 bohr
barrier strength g = 1 Ry bohr
band bottom = 0.108513 Ry
band top = 0.274156 Ry
upper gap edge = 0.525444 Ry
gap = 0.251289 Ry
gap converted = 3.419 eV
branch energy E_b = 0.385721 Ry
D(E_b) = -1.27825
D''(E_b) = 36.7383 Ry^-2
D'''(E_b) = -196.636 Ry^-3
s(a,E_b) = 1.4883 bohr
ds/dE at E_b = -14.9524 bohr/Ry
h = 0.121615 1/bohr
h converted = 0.22982 1/angstrom
h a = 0.729688
exp(-h a) = 0.482059
gamma = 0.509963 Ry bohr^(1/2)
gamma from E(k) near branch = 0.509882 Ry bohr^(1/2)
amplitude of E_R = 0.863147 Ry bohr^(3/2)
amplitude C of w = 0.329816 bohr^(1/4)
nu = -8.26251 1/Ry
b from formula = -1.55832 bohr^(1/2)
b from lattice sums = -1.55832 bohr^(1/2)
n, E_R (Ry), E_R/law, w(R) (bohr^-1/2), w/law, 1+b/sqrt(R)
1 -3.97740e-02 1.40488 -2.15742e-02 0.52021 0.36382
5 -1.49937e-04 1.09649 -4.99210e-04 0.74533 0.71549
20 3.09172e-10 1.02536 3.61155e-09 0.86456 0.85775
100 1.20542e-36 1.00515 5.20885e-35 0.93764 0.93638
limit of E_R/law = 1
limit of w/law = 1
x = a/4: limit of w/(C R^-3/4 e^-hR) = 1.28786
x = a/4: phi_b = 1.28786
local power from cells n and 2n: n, E_R, w
5 1.56274 0.62446
25 1.51436 0.69445
100 1.50369 0.72258
limiting power of E_R = 1.5
limiting power of w = 0.749999
node of phi_b at x = -1.3843 bohr
limiting power of w at node = 1.25
apparent h of w, cells 5 to 6 = 0.140091 1/bohr
COSINE MODEL (same period)
v = 0.1 Ry
gap = 0.199585 Ry
branch energy = 0.260622 Ry
h = 0.0949131 1/bohr
limit of E_R/law = 0.999999
limit of w/law = 0.999998
```
